# In-plane and through-thickness conductivity of a film with insulating columns

## Problem

A conducting film contains insulating circular columns. They stand normal to the film plane, run from the bottom face to the top face, and fill a fraction $f=0.2$ of the area. The material between them is uniform and isotropic, obeys Ohm's law, and has conductivity $\sigma_0$.

(a) What is the effective conductivity through the thickness, relative to $\sigma_0$?

(b) What is it in the plane, if the columns are scattered without a preferred direction?

(c) Which of the two answers is exact, and what could spoil each of them in a real film?

The effective conductivity is the mean current density, taken over the whole cross-section including the columns, divided by the mean field.

## A tempting solution

Apply a mean field $E$. In the conducting material the current density is $\sigma_0E$; in the columns it is zero. The material fills a fraction $1-f$ of the film, so the mean current density is

$$\langle J\rangle=(1-f)\,\sigma_0E .$$

Nothing here refers to the direction of the field. Both conductivities should therefore be $0.8\,\sigma_0$.

## Where it fails

The argument assumes that the field in the material equals the mean field everywhere. A steady current must satisfy two conditions: $\nabla^2\phi=0$ in the material, with $\mathbf E=-\nabla\phi$, and no current through a column wall, so that the normal derivative $\partial\phi/\partial n$ vanishes there.

A uniform field along the columns is parallel to every wall and meets both conditions. A uniform field in the plane points straight into the walls and violates the second. The current has to go round the columns, and the field is distorted. The solution is right for (a) and wrong for (b).

What the wrong value does provide in the plane is an upper bound. Let $\phi$ be the true potential and $\phi+u$ a trial potential with the same electrode values, so that $u=0$ on the electrodes. The trial dissipation is

$$\int\sigma_0|\nabla(\phi+u)|^2dV=\int\sigma_0|\nabla\phi|^2dV+2\int\sigma_0\nabla\phi\cdot\nabla u\,dV+\int\sigma_0|\nabla u|^2dV .$$

Because $\nabla^2\phi=0$, the middle integrand is $\sigma_0\nabla\cdot(u\nabla\phi)$, and the integral becomes one of $u\,\partial\phi/\partial n$ over the boundary. It vanishes: $u=0$ on the electrodes, and $\partial\phi/\partial n=0$ on all insulating surfaces. The last term is not negative, so the true dissipation is the smallest. At fixed voltage, dissipation is proportional to conductance. The uniform trial field dissipates $(1-f)\sigma_0E^2$ per unit volume, and the in-plane conductivity therefore cannot exceed $0.8\,\sigma_0$.

## Right solution through the thickness

Let the electrodes be equipotentials at $z=0$ and $z=t$, with voltage $V$ between them, and let the outer side faces be insulating. Try $\phi=V(1-z/t)$. It satisfies Laplace's equation and the electrode conditions. The wall normals lie in the plane, while $\nabla\phi$ points along $z$, so the wall condition holds too.

No other solution exists. The difference $u$ of two solutions vanishes on the electrodes and has no normal derivative elsewhere, hence $\int|\nabla u|^2dV=\oint u\,(\partial u/\partial n)\,dS=0$. Thus $u$ is constant, and the constant is zero. The current density is $\sigma_0V/t$ on the open fraction of the area:

$$\boxed{\frac{\sigma_\perp}{\sigma_0}=1-f=0.800}$$

The positions and shapes of the cross-sections never entered. Full length and uniform material did.

## Right solution in the plane

**One column.** The columns run through the whole film and its faces are insulating, so the in-plane problem is two-dimensional. Put a column of radius $a$ at the origin in a field $E_0$ along $x$. Outside it,

$$\phi=-E_0\left(r+\frac{a^2}{r}\right)\cos\theta .$$

Both $r\cos\theta$ and $\cos\theta/r$ satisfy Laplace's equation in the plane. The radial derivative is $-E_0(1-a^2/r^2)\cos\theta$, which vanishes at $r=a$ as required. The second term is the dipole field of the detour. At the sides of the column, $\theta=\pm90^\circ$, the tangential field has magnitude $2E_0$.

**An equivalent disc.** Now consider a disc of radius $R$ and conductivity $\sigma$ in the same surroundings. Write

$$\phi_{\rm in}=-Cr\cos\theta,\qquad \phi_{\rm out}=-E_0\left(r+\frac{bR^2}{r}\right)\cos\theta .$$

At $r=R$, continuity of potential gives $C=E_0(1+b)$. Continuity of normal current gives $\sigma C=\sigma_0E_0(1-b)$. Eliminating $C$,

$$\sigma(1+b)=\sigma_0(1-b)\quad\Rightarrow\quad b=\frac{\sigma_0-\sigma}{\sigma_0+\sigma}.$$

**Maxwell's step.** Place $N$ columns inside the circle of radius $R$ and suppose that each responds to $E_0$ alone. Far away their dipole terms add to $Na^2$. Since $N\pi a^2=f\pi R^2$, this sum is $fR^2$. The equivalent disc must produce the same far field, so $b=f$:

$$\sigma_0-\sigma=f\sigma_0+f\sigma\quad\Rightarrow\quad
\boxed{\frac{\sigma_\parallel}{\sigma_0}\simeq\frac{1-f}{1+f}=\frac{0.8}{1.2}=0.667}$$

The approximation lies in the supposition about the field on each column. The ratio of the two answers is $\sigma_\parallel/\sigma_\perp=1/(1+f)=0.833$.

**A geometry in which the estimate is exact.** Surround an insulating core of radius $a$ by a shell of $\sigma_0$ with outer radius $b_s$, where $a^2/b_s^2=f$. In the shell, $\phi=-A(r+a^2/r)\cos\theta$. Ask for the outer medium $\sigma$ in which the field stays uniform, $\phi=-Er\cos\theta$. At $r=b_s$, after division by common factors, potential and normal current require

$$A(1+f)=E,\qquad \sigma_0A(1-f)=\sigma E .$$

Dividing the second by the first gives Maxwell's formula again. Such coated discs can replace the medium one after another without disturbing the field. If discs of all sizes, down to vanishingly small ones, fill the plane, the estimate is exact for that structure.

## Where the additional loss comes from

The mean field includes the field inside the columns, $E_h$. Only the material carries current, so

$$\langle J\rangle=\sigma_0\left(\langle E\rangle-fE_h\right),\qquad \frac{\sigma}{\sigma_0}=1-f\,\frac{E_h}{\langle E\rangle}.$$

Through the thickness $E_h=\langle E\rangle$, and the loss is $f$. In the plane, the potential on an isolated wall is $-2aE_0\cos\theta$. It continues inside as $-2E_0r\cos\theta$, a uniform field $2E_0$. For few columns $\langle E\rangle\simeq E_0$, and the loss is $2f$. The tempting solution missed this factor of two.

At larger $f$ the mean field must be counted properly. In the coated disc the dipole part of the shell field averages to zero over angle, leaving $A$ as the shell's mean field. Therefore

$$\langle E\rangle=(1-f)A+f(2A)=(1+f)A,\qquad \frac{E_h}{\langle E\rangle}=\frac{2}{1+f}.$$

At $f=0.2$ this ratio is 1.67, and the loss is $0.2\times1.67=0.333$ instead of 0.2. In the dilute limit, a numerical solution for a square array at $f=0.01$ gives a loss of $1.980f$, in agreement with $2f/(1+f)$.

## How good is the in-plane estimate?

The answer depends on the arrangement, with $f=0.2$ held fixed.

**Square array.** A series solution that satisfies the wall condition term by term and is fitted to the conditions at the cell edge gives 0.6665, just below Maxwell's 0.6667. The close agreement has a simple leading-order reason. On the axis ahead of a column the field is $E_0(1-a^2/r^2)$; beside it the field is $E_0(1+a^2/r^2)$. A column's two neighbours along the current weaken its field, and the two at its sides strengthen it equally. At dipole order these contributions cancel, as Maxwell's step supposes.

**Random columns.** Five samples, each with 16 equal non-overlapping columns in a periodic cell, were solved for current along two perpendicular in-plane directions, and the two values were averaged. The averages have a mean of 0.650 and a sample standard deviation of 0.004. Five samples fix this scatter poorly; other sets of 16-column samples scatter by about 0.01 around nearly the same mean. A single direction in so small a sample can deviate more, because a few randomly placed columns are seldom arranged isotropically. The same grid spacing gave 0.667 for the square array, so the reduction is not explained by the grid error seen there. Close approaches account for most of the reduction: if the centres are kept at least $2.4a$ apart, the mean rises to about 0.66. How much the orientation of the close pairs matters was not isolated.

**Close rows.** Let the columns have a pitch of $2.2a$ along a row, with rows $7.14a$ apart. The film is now anisotropic: the relative conductivity is about 0.42 for current crossing the rows and 0.76 for current along them. Crossing current must squeeze through gaps of $0.2a$. Along a row, each column lies in the weakened field of the one ahead. Both values respect the upper bound of 0.8, but neither is near 0.667. The value for (b) therefore needs the condition that no direction is preferred.

**Dense packing.** Equal columns on a square lattice touch when $f=\pi a^2/(2a)^2=\pi/4=0.785$. All in-plane paths are then closed, and $\sigma_\parallel=0$. Maxwell's formula still gives $0.215/1.785=0.12$. It contains no percolation threshold for this lattice. Through the thickness, the open area still conducts with $1-f=0.215$.

## A numerical example

Take an amorphous In-Ga-Zn oxide film with etched holes refilled by silicon dioxide. Rough typical values for a well-conducting film are an electron density $n=10^{19}\ \mathrm{cm^{-3}}$ and a mobility $\mu=10\ \mathrm{cm^2/Vs}$ at 300 K. The thickness is 100 nm and the column radius 200 nm. Then

$$\sigma_0=en\mu=(1.602\times10^{-19}\,\mathrm C)(10^{19}\,\mathrm{cm^{-3}})(10\,\mathrm{cm^2/Vs})=16.0\ \mathrm{S/cm}.$$

The effective conductivities are $0.667\times16.02=10.7$ S/cm in the plane and $0.8\times16.02=12.8$ S/cm through the film.

On a square lattice the pitch is $a\sqrt{\pi/f}=793$ nm, leaving gaps of 393 nm. The mean current density in a gap is $0.6665/(392.7/792.7)=1.35$ times that of a dense film in the same mean field.

**In-plane measurement.** The sheet resistance is $1/(\sigma t)$. It rises from 6242 ohm/square for the dense film to $6242/0.6667=9362$ ohm/square. A four-terminal measurement keeps the contact resistance out of this number.

**Through-film measurement.** Use a square pad of side 10 um and etch the film to the same outline, so that current cannot spread sideways. With area $A=10^{-6}\ \mathrm{cm^2}$, the dense film has

$$\frac{t}{\sigma_0A}=\frac{10^{-5}\,\mathrm{cm}}{(16.02\,\mathrm{S/cm})(10^{-6}\,\mathrm{cm^2})}=0.624\ \mathrm{ohm},$$

and the film with columns has $0.624/0.8=0.780$ ohm. This takes the column fraction under the pad to be exactly 0.2. The pad is only about 13 pitches wide, so on a square lattice the columns cut by its edge can change the resistance by up to about 2%. Now give each contact a resistivity $\rho_c=10^{-5}\ \mathrm{ohm\,cm^2}$, acting uniformly on the open area. The two contacts add

$$\frac{2\rho_c}{(1-f)A}=\frac{2\times10^{-5}}{0.8\times10^{-6}}=25.0\ \mathrm{ohm},$$

about 32 times the film's own resistance. If the electrodes themselves have negligible resistance, the total is

$$R=\frac{2\rho_c+t/\sigma_0}{(1-f)A}.$$

At fixed $\rho_c$, the conductance relative to a dense film is still $1-f$. A measured ratio of 0.8 would then mostly reflect the contact area and say little about transport inside the film. To obtain $\sigma_\perp$ itself, the contact resistance must be subtracted, and it must be known very precisely: here an error of 1% in it becomes an error of 32% in the film's resistance. The electrodes matter too. When an electrode is fed along one edge and passes its current evenly into the pad, it adds about one third of its sheet resistance. Two electrodes of 0.3 ohm/square would add about 0.2 ohm, a quarter of the film's 0.780 ohm, and this must also be subtracted.

## What a real film changes

**Depleted walls.** Charge at the column walls can change both ratios. Suppose that it bends the bands by $V_b=0.3$ V and removes all electrons from a shell of width $W$. For a nearly flat wall, the field rises linearly to $enW/\varepsilon$, so $V_b=enW^2/(2\varepsilon)$. With relative permittivity 10,

$$W=\sqrt{\frac{2\varepsilon V_b}{en}}=5.76\ \mathrm{nm}.$$

Solving Poisson's equation for the round wall gives 5.73 nm. The electrical column fraction becomes $0.2(205.73/200)^2=0.2116$. The in-plane estimate falls to $0.7884/1.2116=0.651$, by 2.4% of its former value, and the through-film ratio falls to 0.788, by 1.5%. The sharp edge of the shell is an idealization. At 300 K some electrons remain near it, which makes the effective width, and with it both shifts, about 6% smaller. To first order the added fraction is $2fW/a$, so narrower columns suffer more. Etching may instead leave a wall region richer in electrons, which would shift both conductivities upward; that case is not calculated here.

**Columns that stop short.** If the columns reach only half the depth, current spreads beneath them and (a) no longer applies. The relative conductivity then lies between two limits. Removing the material beneath the columns can only lower the conductance, and leaves 0.8. A trial potential that is linear in each half, with the voltage divided as for two resistors in series, gives the upper bound $2/(1+1/0.8)=0.889$. A three-dimensional solution for a film half as thick as the column pitch gives about 0.85; the third digit still depends on the grid. The value depends on thickness relative to pitch: the thinner film of the example, 100 nm against a pitch of 793 nm, lies closer to the lower limit, at about 0.82. Full-length columns on the same grid give 0.800.

**Local Ohm's law.** A free-carrier estimate with effective mass 0.34 electron masses gives a mean free path of 0.44 nm, tiny beside the 393 nm gaps. A local conductivity is therefore reasonable at the scale of the columns. So short a path, comparable with atomic spacings, also means that the free-carrier picture is strained and the mobility is best regarded as an empirical input. In the same picture the Fermi level lies 0.036 eV above the band edge, so the electrons are mildly degenerate. This affects neither ratio while $\sigma_0$ is uniform.

**Field and frequency.** A voltage of 0.1 V over 100 um gives an in-plane field of $10^{-5}$ MV/cm, doubled at the sides of a lone column. Through the film, 1 mV gives $10^{-4}$ MV/cm. Both are far below the breakdown field of silicon dioxide, roughly 10 MV/cm. With relative permittivity 3.9 in the columns, their displacement current reaches 1% of the material's conduction current, in equal fields, at 74 GHz. Well below that frequency the displacement current in the columns can be neglected. Capacitance to a substrate or gate, or at the contacts, can set a much lower limit for a real device and must be checked separately.

For this film, then, 0.800 is exact within the stated model, whereas 0.667 is an estimate that also depends on how the columns are arranged. The numerical output below gives the main values used here.

## Calculated quantities

```
column area fraction: 0.200
in-plane, Maxwell estimate / dense: 0.6667
through-thickness, exact / dense: 0.8000
ratio in-plane / through: 0.8333
coated disc, neutral medium / dense: 0.666667
square array, multipole / dense: 0.666531
square array, grid / dense: 0.6672
throat mean current density / dense film's: 1.346
in-plane loss / f at f = 0.01: 1.980
random columns, mean of 5 samples / dense: 0.650
random columns, sample std deviation: 0.004
close rows, current across rows / dense: 0.415
close rows, current along rows / dense: 0.759
3D film, full columns / dense: 0.8001
3D film, half-depth columns / dense: 0.8493
3D film with contacts, porous / dense: 0.8001
temperature: 300 K
electron density: 1.0e+19 cm^-3
mobility: 10.0 cm2/Vs
effective mass: 0.34 electron masses
relative permittivity: 10.0
film thickness: 100 nm
column radius: 200 nm
square-array pitch: 793 nm
gap between columns: 393 nm
dense conductivity: 16.02 S/cm
in-plane conductivity: 10.68 S/cm
through conductivity: 12.82 S/cm
sheet resistance, dense: 6242 ohm/square
sheet resistance, columns: 9362 ohm/square
pad side: 10 um
pad film resistance, dense: 0.624 ohm
pad film resistance, columns: 0.780 ohm
contact resistivity, each: 1.0e-05 ohm cm2
two contacts on column film: 25.0 ohm
assumed wall band bending: 0.30 V
wall depletion width, flat: 5.76 nm
wall depletion width, round: 5.73 nm
electrical column fraction: 0.2116
in-plane with depletion / dense: 0.6507
through with depletion / dense: 0.7884
Fermi level above band edge: 0.036 eV
mean free path: 0.44 nm
in-plane test: 0.1 V over 100 um
in-plane mean field: 1.0e-05 MV/cm
side field / applied, lone column: 2
through test voltage on film: 1.0 mV
through field: 1.0e-04 MV/cm
1% displacement-current frequency: 74 GHz
```
